Orders and sizes of magnetocrystalline anisotropy in cobalt and iron

**Problem**

A ferromagnet is described by independent d electrons with the one-electron Hamiltonian

H(n) = H₀ − (Δ/2) n·σ + ξ L·S,  S = σ/2.

H₀ contains the orbital energies and hopping. It is independent of spin and real in a basis of real orbitals. The unit vector n is the direction of magnetization, Δ the exchange splitting and ξ the spin-orbit coupling, with angular momenta in units of ħ. The d-band width is W, and ξ ≪ W.

(a) What is the lowest power of ξ at which the energy depends on n in a uniaxial crystal, and in a cubic one? Which power of W goes with it?

(b) When does the argument fail?

(c) Estimate the anisotropy of hcp Co and bcc Fe, and judge the estimate.

The dipolar shape energy is left out. T stands for k_BT, and μ is the chemical potential.

**Solution of (a)**

*Why ξ is needed.* At ξ = 0 the spins can be rotated while the lattice stays fixed, so the energy cannot depend on n. With ξ ≠ 0, only joint rotations of spin and lattice remain symmetries. The task is to find how much angular detail each power of ξ can carry.

*The expansion.* The grand potential of levels E_a is

Ω = −T Σ_a ln[1 + e^((μ−E_a)/T)].

Since ∂Ω/∂E_a is the Fermi function f(E_a), differentiation gives

dΩ/dξ = Tr[f(H) V],  V = L·S.

The Fermi function is a sum over the frequencies ω = (2j+1)πT, with j any integer, taken symmetrically:

f(H) = 1/2 + T Σ_ω (iω + μ − H)⁻¹.

The constant 1/2 contributes nothing because Tr V = 0. Let G be the resolvent at ξ = 0. Then

(iω + μ − H)⁻¹ = G + ξGVG + ξ²GVGVG + …

The term of order ξ^(k−1) in dΩ/dξ is therefore T ξ^(k−1) Σ_ω Tr(GV)^k. Integration over ξ gives

Ω_k = (T/k) ξ^k Σ_ω Tr(GV)^k.

*Counting powers of n.* At ξ = 0 the spin along n is conserved. A state with spin s = ±1 has its energy shifted by −sΔ/2, so

G = Σ_s g_s P_s,  g_s = (iω + μ − H₀ + sΔ/2)⁻¹,  P_s = (1 + s n·σ)/2.

Each P_s is of first degree in n, and neither V nor g_s depends on n. The trace contains k factors G. Hence Ω_k is a polynomial of degree at most k in the components of n.

Time reversal leaves H₀ and L·S unchanged and reverses σ. It turns H(n) into H(−n) without changing the spectrum, so Ω(n) = Ω(−n) at every ξ. The odd-degree terms in n drop out. This does not remove odd powers of ξ: Ω₃ may still contain terms of second degree in n.

First order therefore gives no anisotropy, because a polynomial of degree at most one that is even in n is a constant. The constant is zero: the spin trace in Ω₁ is Tr(P_s σ_i) = s n_i, which has no part independent of n, so Ω₁ = 0.

*Second order written out.* With S = σ/2 at both vertices,

Ω₂ = (ξ²T/8) Σ_ω Σ_st Σ_ij Tr(P_s σ_i P_t σ_j) Tr(g_s L_i g_t L_j).

The spin trace follows from multiplying out the two projectors. The product of the two unit terms gives 2δ_ij. The terms with one n·σ give 2i(s − t)Σ_a ε_aij n_a. The term with two gives 2st(2n_in_j − δ_ij). With the prefactor 1/4 from the projectors,

Tr(P_s σ_i P_t σ_j) = (1/2)[(1 − st)δ_ij + 2st n_in_j + i(s − t)Σ_a ε_aij n_a].

In a real basis g_s is a symmetric matrix and L_i an antisymmetric one. Transposing the orbital trace then shows that it is symmetric in i and j:

Tr(g_s L_i g_t L_j) = Tr(L_j g_t L_i g_s) = Tr(g_s L_j g_t L_i).

The ε term is antisymmetric in i and j and cancels. The δ_ij term does not depend on n. What remains is st n_in_j.

For the frequency sum, let a and b label the eigenstates of H₀, with energies ε_as = ε_a − sΔ/2. Partial fractions give

T Σ_ω 1/[(iω + μ − ε_as)(iω + μ − ε_bt)] = (f_as − f_bt)/(ε_as − ε_bt).

For equal energies the right side means the derivative of f. The result is

Ω₂ = constant + (ξ²/8) Σ_ij n_in_j Σ_st st Q_ij^(st),

Q_ij^(st) = Σ_ab ⟨a|L_i|b⟩⟨b|L_j|a⟩ (f_as − f_bt)/(ε_as − ε_bt).

The factor st is +1 for virtual transitions between equal spins and −1 for those between opposite spins. The anisotropic part of Q_ij^(st) can itself have either sign in each channel, so the two contributions can add or partly cancel.

*Uniaxial crystal.* Write the second-degree part of the energy as Σ_ij A_ij n_in_j, and let the axis z be three-, four- or sixfold. The combinations n_z(n_x ± in_y) and (n_x ± in_y)² acquire phases of one and two times the rotation angle. Neither is invariant under such a rotation. What is left is n_x² + n_y² and n_z², and these add up to 1. One anisotropic term survives:

E = constant + K_u(1 − n_z²),  K_u = E(x) − E(z) = A_xx − A_zz.

It is allowed from order ξ² on.

*Cubic crystal.* A twofold rotation about a cube axis reverses the two other components of n. The rotation about z changes the sign of n_yn_z and n_zn_x, and the rotation about x changes the sign of n_xn_y, so the mixed terms vanish. A threefold rotation about [111] permutes x, y and z and makes the three remaining coefficients equal, so the second-degree part becomes A(n_x² + n_y² + n_z²) = A. This removes the anisotropy at order ξ². It also removes it at order ξ³, where the even part again has degree at most two.

At fourth degree, the twofold rotations about the cube axes leave only monomials with even powers of each component. The threefold rotation combines them into Σn_i⁴ and n_x²n_y² + n_y²n_z² + n_z²n_x². Squaring n² = 1 gives

1 = Σn_i⁴ + 2(n_x²n_y² + n_y²n_z² + n_z²n_x²),

so one independent form remains:

E = constant + K₁(n_x²n_y² + n_y²n_z² + n_z²n_x²).

The bracket is 0 along [001], 1/4 along [110] and 1/3 along [111]. Thus K₁ = 4[E(110) − E(001)], and K₁ starts at order ξ⁴.

*The power of W.* Multiply H₀, Δ, μ, T and ξ by a common factor λ. All levels, and hence Ω, are multiplied by λ. If Ω_k = a_k ξ^k, then a_k λ^k must become λ times its old value, so a_k scales as λ^(1−k). With W as the unit for the band energies,

K_u = c₂ ξ²/W,  K₁ = c₄ ξ⁴/W³  (leading order).

The numbers c₂ and c₄ depend on the lattice, the band filling, Δ/W and T/W. Symmetry and scaling do not make them close to one.

*Fixed electron number.* A crystal keeps its number of electrons N, not μ. Let w(μ, n) be the part of Ω due to ξ, and D = dN/dμ > 0 at ξ = 0. The free energy Ω + μN is stationary in μ. With a shift δ of the chemical potential, its change is

w + δ ∂w/∂μ − Dδ²/2 + …

It is stationary at δ = (∂w/∂μ)/D, which gives w + (∂w/∂μ)²/(2D). Since w starts at ξ², the correction starts at ξ⁴. In a uniaxial crystal it can be anisotropic there, two orders above K_u. In a cubic crystal the ξ² and ξ³ parts of w are isotropic, so the anisotropy of the correction starts with the product of ξ² and ξ⁴ terms, at ξ⁶. The leading results stand.

*Numerical tests.* Diagonalization of small d-shell models gave, for the part of the energy difference even in ξ, powers 3.96 for a cubic field and 1.97 after a tetragonal field was added. In a model of low symmetry, the part of the second angular harmonic odd in ξ grew with power 2.99, which confirms the third-order term. Band models of the two lattices gave 2.00 for hcp and 3.99 for bcc. The bcc ratio [E(111) − E(001)]/[E(110) − E(001)] was 1.333, as the cubic form requires.

**Solution of (b)**

*A sufficient condition.* The norm of G is at most 1/(πT), because |ω| ≥ πT. For l = 2 the eigenvalues of L·S are 1 and −3/2, so its norm is 3/2. The expansion converges if

(3/2)|ξ| < πT.

This is sufficient, not necessary. If μ lies in a gap of the ξ = 0 spectrum, the norm of G is also at most one over the distance from μ to the nearest level, and at low temperature that distance takes the place of πT.

*What a degeneracy does.* Take the pair xz, yz with the same spin along n, degenerate at μ. Within this pair, ξL·S acts as (ξ/2)n_zL_z, whose eigenvalues are ±e with e = ξ|n_z|/2. Then

Ω = −T ln[(1 + e^(−e/T))(1 + e^(e/T))] = −2T ln[2 cosh(e/2T)].

For e ≪ T, the series ln cosh y = y²/2 − y⁴/12 + … gives

Ω = −2T ln 2 − e²/(4T) + e⁴/(96T³) − …

The denominators are now powers of T, not of W. For e ≫ T the result is

Ω ≈ −e = −ξ|n_z|/2,

which is linear in ξ. Three separate pairs of this kind, one for each cube axis (on symmetry-related sites or k-points), would give −(ξ/2)(|n_x| + |n_y| + |n_z|), which is anisotropic at first order. The triplet xy, yz, zx on a single cubic site is different: within it n·L has the eigenvalues 0 and ±1 for every n, so its first-order splitting is isotropic. The cubic rule still fails there: with the triplet at μ and T far below the splitting, E(111) − E(001) grows as ξ² instead of ξ⁴. In a real band only part of k-space lies this close to a degeneracy at the Fermi level, and that part depends on ξ, so the linear law does not carry over directly. The example shows how the simple powers can fail, and why fourth order is the more sensitive to small energy denominators.

*A slightly distorted cube.* Let a tetragonal distortion split the d levels by a small energy η. The second-order anisotropy vanishes at η = 0 and, where the expansion is regular, starts linearly in η:

K_u ~ ξ²η/W².

It equals the bare cubic scale ξ⁴/W³ when η ~ ξ²/W. For the Fe coupling found below, this is about 0.6 meV, if the prefactors are comparable. A weak distortion can therefore compete with the cubic anisotropy.

**Solution of (c)**

*The couplings.* For a spherical potential energy V(r), in atomic units with α the fine-structure constant,

ξ = (α²/2)⟨r⁻¹ dV/dr⟩ over the 3d orbital.

The free atoms were treated with nonrelativistic, spherical, spin-unpolarized Kohn–Sham theory using Dirac local exchange and no correlation. The configurations were 3d⁷4s¹ for Fe and 3d⁸4s¹ for Co. This gives

ξ(Fe) = 0.0549 eV,  ξ(Co) = 0.0702 eV.

These values depend on the model atom. Local correlation raises them by about 1%. The configurations 3d⁶4s² and 3d⁷4s² give 0.0615 and 0.0778 eV, which raises ξ⁴ of Fe by a factor of 1.6 and ξ² of Co by a factor of 1.2.

*The bare scales.* With the round value W = 5 eV for both metals,

Co: ξ²/W = (0.0702 eV)²/(5 eV) = 9.9 × 10⁻⁴ eV = 990 μeV per atom,

Fe: ξ⁴/W³ = (0.0549 eV)⁴/(5 eV)³ = 7.3 × 10⁻⁸ eV = 0.073 μeV per atom.

Their ratio separates into two factors:

[ξ(Co)/ξ(Fe)]² × [W/ξ(Fe)]² = 1.279² × (1/0.01098)² ≈ 1.64 × 8300 ≈ 1.4 × 10⁴.

The stronger coupling of Co supplies 1.6. The rest comes from the two extra powers of ξ/W that cubic symmetry demands.

*The prefactors.* They were computed in a d-only tight-binding model with hopping ratios σ:π:δ = −6:4:−1, decay with the inverse fifth power of distance cut off after the second neighbour shell, and W = 5 eV. Fe has 7 d electrons and Δ = 2.0 eV; Co has 8 and Δ = 1.5 eV, on an hcp lattice with ideal axial ratio. The smearing T is artificial. Both values satisfy the convergence condition, which at T = 0.2 eV requires ξ < 0.42 eV.

| Case | Co K_u (μeV/atom) | Fe K₁ (μeV/atom) | Ratio |
|---|---:|---:|---:|
| Bare scale, c₂ = c₄ = 1 | 990 | 0.073 | 14000 |
| Model, T = 0.2 eV | 69 | 0.51 | 130 |
| Model, T = 0.4 eV | 18 | 0.048 | 370 |

*Reading the table.* The model values are differences of Ω at fixed μ and at the full atomic ξ, so dividing them by the bare scales gives effective prefactors that include small higher-order parts. At T = 0.2 eV these are c₂ = 0.070 and c₄ = 7.1. They pull the two metals together by a factor of about 100 compared with the bare scales. At T = 0.4 eV they are 0.018 and 0.67.

Lowering the smearing from 0.4 to 0.2 eV multiplies K_u by 3.9 and K₁ by about 11. Two smearings do not establish a trend, and these factors should not be carried over to lower T. The calculation does not show why c₂ is small.

Measured low-temperature values are roughly 60 μeV per atom for K_u of Co and roughly 4 μeV per atom for K₁ of Fe. The bare scale is thus more than ten times too large for Co and some fifty times too small for Fe. The closeness of the model value for Co at T = 0.2 eV is not a prediction, since another smearing changes it by a factor of four. The values also depend on the hopping range. At T = 0.2 eV, with W kept at 5 eV, K_u becomes 75 μeV with the third shell, 42 μeV with the fourth and 50 μeV with all hops out to 2.6 nearest-neighbour distances, while K₁ becomes 0.62 μeV with the third shell and 0.55 μeV at 2.6 distances. They depend still more on the filling: at the same T and Δ, K_u is 21 μeV for 8.25 electrons and −18 μeV for 8.5, and K₁ is 0.22 μeV for 6.75 electrons and −0.51 μeV for 6.5. The model also omits s and p states, self-consistency and orbital polarization, and its signs are no guide to the easy axis.

For Fe, the cube in the denominator makes the estimate fragile. If an effective energy D replaces W, then ξ⁴/D³ is 1.1 μeV for D = 2 eV and 9.1 μeV for D = 1 eV. The rough measured size lies between them. A factor of two in D changes the cubic estimate by eight, but the uniaxial one by two.

The estimate therefore supports a limited conclusion: Co should have the much larger anisotropy, chiefly because its symmetry permits a term of order ξ², provided c₂ is not accidentally close to zero, as it is near a filling where K_u changes sign. The bare powers do not fix either magnitude to within a factor of ten. The numerical output below gives the remaining checks and the mesh comparison.

Calculated quantities

```
SMALL MODELS
xi powers, harmonics 2,4,6, even part: [1.997 4.019 6.03 ]
xi powers, harmonics 2,4, odd part: [2.992 4.995]
second-order difference, sum: 0.027583 1/eV
second-order difference, diagonalization: 0.027578 1/eV
cubic power: 3.963; with tetragonal field: 1.969
all band energies doubled: cubic x 0.1258, tetragonal x 0.5027
fixed-number correction powers, low symmetry and cubic: [4.012 5.942]
ATOMS
xi Fe 3d7 4s1: 0.0549 eV; virial ratio 0.99979
xi Co 3d8 4s1: 0.0702 eV; virial ratio 0.99979
xi ratio Co/Fe: 1.279
BARE ESTIMATES
band width W: 5.0 eV
xi/W: Fe 0.01098, Co 0.01404
Co xi^2/W: 986.2 microeV/atom
Fe xi^4/W^3: 0.0727 microeV/atom
ratio Co/Fe of bare estimates: 13574
Fe xi^2/W, if cubic symmetry did not forbid it: 602.7 microeV/atom
denominator D=1 eV: Co xi^2/D 4931, Fe xi^4/D^3 9.082 microeV/atom
denominator D=2 eV: Co xi^2/D 2465, Fe xi^4/D^3 1.135 microeV/atom
LATTICE MODELS
exchange splitting: Fe 2.0 eV, Co 1.5 eV
d electrons: Fe 7, Co 8; spin moments: 2.65, 1.75 Bohr magnetons/atom
xi powers: bcc 3.986, hcp 2.002
bcc [E111-E001]/[E110-E001]: 1.3332
smearing 0.2 eV: hcp K_u 68.758, bcc K1 0.5145 microeV/atom
  prefactors: c2 0.0697, c4 7.082
  |K_u/K1|: 133.6; convergence bound on xi: 0.419 eV
smearing 0.4 eV: hcp K_u 17.758, bcc K1 0.0484 microeV/atom
  prefactors: c2 0.0180, c4 0.666
  |K_u/K1|: 367.1; convergence bound on xi: 0.838 eV
coarser mesh, smearing 0.2 eV: hcp 68.756, bcc 0.5145 microeV/atom
hcp basal-plane E(x)-E(y): -5.66e-06 microeV/atom
```
